What a stretched-exponential threshold shift says about its mechanism

**Question**

I am studying positive gate-bias stress in a thin-film transistor with an SnO₂ channel. Suppose the threshold shift at constant bias and temperature follows

ΔV(t) = ΔV₀ [1 − φ(t)], φ(t) = exp[−(t/τ)^β],

with β = 0.5, τ = 10⁴ s and ΔV₀ = 1 V. I would read this as one process whose rate falls as the material ages, such as a reaction fed by slowing diffusion. Independent traps each give a simple exponential, so I expect a collection of them to give at best a rough imitation of the curve. Does a good fit establish the ageing process? If not, which measurement would help?

**Answer**

No. For 0 < β < 1, independent traps with fixed rates can give this function exactly, at all times. A constant-stress curve therefore cannot separate the two pictures, however precise it is. A second stress after partial erasure can separate some definite versions of them.

**The two pictures**

Let U(t) be the fraction of sites not yet converted, with U(0) = 1. "Converted" may mean that a trap has filled or that a defect has formed. Assume for now that sites do not influence one another and do not recover during stress.

In the ageing picture all sites are identical and share a time-dependent rate:

dU/dt = −r(t)U, r(t) = (β/τ)(t/τ)^(β−1).

Dividing by U and integrating from 0 to t gives ln U = −(t/τ)^β, so U = φ.

In the other picture each site has its own constant rate k. Write s = kτ, and let p(s) be the density of s, each site weighted by its contribution to the shift. Then

U(t) = ∫₀^∞ p(s) e^(−st/τ) ds.

With λ = t/τ, the question is whether F(λ) = exp(−λ^β) is the Laplace transform of a non-negative p.

**Constructing the rate distribution**

Continue F to complex z with Re z ≥ 0, using the branch of z^β that is positive for positive z. There |arg z^β| ≤ πβ/2 < π/2, so

|F(z)| ≤ exp[−|z|^β cos(πβ/2)],

which decays in every direction of the right half-plane. Define

p(s) = (1/2π) ∫ e^(iωs) F(iω) dω, ω from −∞ to ∞.

The decay makes p bounded and continuous. The contributions of ω and −ω are complex conjugates, so p is real:

p(s) = (1/π) ∫₀^∞ exp[−ω^β cos(πβ/2)] cos[ωs − ω^β sin(πβ/2)] dω.

For s < 0 the contour can be closed by a large arc on the right. The arc contributes nothing in the limit and no singularity is enclosed, so p(s) = 0. For λ > 0, absolute convergence lets us exchange the integrals:

∫₀^∞ e^(−λs) p(s) ds = (1/2π) ∫ F(iω)/(λ − iω) dω
= (1/2πi) ∫ F(z)/(λ − z) dz,

with z running up the imaginary axis. Closing on the right makes the contour clockwise, which gives a factor −2πi. The residue at z = λ is −F(λ). The two minus signs cancel, and the result is F(λ), as required.

It remains to show that p is not negative. Put h(λ) = λ^β. For 0 < β < 1, h′ is positive and its successive derivatives alternate in sign, so (−1)^m h^(m+1) > 0, where a bracketed superscript on h or F denotes the order of the derivative. Since F′ = −h′F, differentiating n more times and multiplying by (−1)^(n+1) gives

(−1)^(n+1) F^(n+1) = Σₘ C(n,m) [(−1)^m h^(m+1)] [(−1)^(n−m) F^(n−m)],

where m runs from 0 to n and C(n,m) is the binomial coefficient. Starting from F > 0, induction makes every (−1)^n F^(n) positive.

Differentiating the Laplace integral instead gives

(−1)^n F^(n)(λ) = ∫₀^∞ uⁿ e^(−λu) p(u) du.

Set λ = n/s and multiply by (n/s)^(n+1)/n!. The right side becomes an average of p(u) over a normalized gamma distribution with mean s(n+1)/n and variance s²(n+1)/n². As n grows, this distribution narrows onto s. Because p is bounded and continuous, the average tends to p(s). Each average is positive, so p(s) ≥ 0. Letting λ → 0 gives ∫p ds = F(0) = 1.

The distribution is also unique. The values F(0), F(1), F(2), … are the averages of yⁿ with y = e^(−s). They fix the average of every polynomial in y, hence of every continuous function on 0 ≤ y ≤ 1, because polynomials approximate such functions uniformly. That fixes the distribution.

**Where the equivalence stops**

At β = 1 the distribution is a single rate. For β > 1 the construction must fail, because a positive mixture has

U″ = ∫₀^∞ (s/τ)² p(s) e^(−st/τ) ds > 0,

whereas, with λ = t/τ,

τ²φ″ = φ [β²λ^(2β−2) − β(β−1)λ^(β−2)].

At small λ the second term is larger by a factor proportional to λ^(−β), and for β > 1 it makes φ″ negative. For β = 1.3 and λ = 0.05, τ²φ″ = −2.84. A curve of that kind rules out independent, initially unconverted sites that each convert in a single step at a fixed rate. It does not rule out sites that convert through sequential steps: two steps of equal fixed rate k give U = (1 + kt)e^(−kt), for which U″ = k²(kt − 1)e^(−kt) is negative while kt < 1.

**The case β = 1/2**

Here the density has a closed form:

p(s) = s^(−3/2) e^(−1/(4s)) / (2√π).

To verify it, put s = 1/(4v²) in its Laplace transform. Since s^(−3/2) = 8v³ and |ds| = dv/(2v³),

∫₀^∞ p(s)e^(−λs) ds = (2/√π) J(b), b = √λ/2,

J(b) = ∫₀^∞ exp(−v² − b²/v²) dv.

Differentiation gives dJ/db = −2b ∫₀^∞ v^(−2) exp(−v² − b²/v²) dv. Substituting v = b/w turns the last integral into J/b, so dJ/db = −2J. With J(0) = √π/2 this gives J = (√π/2)e^(−2b), and the transform is e^(−√λ).

The same substitution at λ = 0 gives the fraction of weight below S:

P(s < S) = erfc[1/(2√S)].

The 10% and 90% points are s = 0.185 and 31.66. The middle 80% of the weight thus spans 2.23 decades in rate. Numerical integration over p(s), and separately of the ageing equation, gives the same shifts:

t = 10² s: 0.095 V
t = 10³ s: 0.271 V
t = 10⁴ s: 0.632 V
t = 10⁵ s: 0.958 V

Two physical conditions limit the word "exactly". The density falls as s^(−3/2) at large s, so the mean rate is infinite and the ideal curve starts with infinite slope. Real rates have a maximum ν. For ν = 10¹² s⁻¹, the weight above it is erf[1/(2√(ντ))] = 5.6×10⁻⁹. Removing this weight changes the shift by at most that fraction of ΔV₀, although the initial slope becomes finite. The larger limit is that a device holds a finite number N of sites, not a continuum of rates. If the rates are drawn at random from p(s), each factor e^(−kt) has variance φ(2t) − φ(t)², so the mixture scatters about φ with standard deviation √[(φ(2t) − φ(t)²)/N]. For the 2.2×10⁶ sites of the device considered below, this is 2.2×10⁻⁴ of ΔV₀ at t = τ, and the weight above ν amounts to only about 0.01 of a site.

**The rates do not name a process either**

Suppose the rates are thermally activated, k = ν e^(−E/k_BT). Then s = ντ e^(−E/k_BT) and |ds/dE| = s/(k_BT), so the energy density is

g(E) = s p(s)/(k_BT).

For β = 1/2, ln[s p(s)] = −½ ln s − 1/(4s) + constant. Its derivative vanishes at s = 1/2, so the peak lies at E = k_BT ln(2ντ). At 333 K, k_BT = 28.7 meV, and the peak is at 1.08 eV. The 10–90% width is k_BT ln(31.66/0.185) = 0.148 eV.

Now suppose instead that electrons tunnel to traps at depth x in the gate insulator, with k = ν e^(−2κx). The depth density is

n(x) = 2κ s p(s).

Take a rough 3.5 eV barrier between SnO₂ and silicon dioxide, and an electron mass of 0.42 free-electron masses in the insulator. For a flat barrier κ = √(2mΦ)/ħ = 6.21 nm⁻¹, where m is that mass and Φ the barrier height. The peak depth is ln(2ντ)/(2κ) = 3.02 nm, and the 10–90% width is 0.41 nm.

With the shapes of g(E) and n(x) given above, a spread of about 0.15 eV in activation energy or a spread of about 0.4 nm in depth therefore accounts for the same curve. So does one ageing population. The fit supplies β, τ and ΔV₀; the meaning of the rates has to come from elsewhere.

**Erase, then stress again**

Stress for t₁, then apply a short pulse that returns each converted site to its initial state with probability q. Restore the original bias and temperature and stress for a further time t.

A site with fixed rate k is unconverted after the pulse with probability q + (1−q)e^(−kt₁). Multiplying by e^(−kt) and averaging over k gives

fixed rates: U = qφ(t) + (1−q)φ(t₁+t).

For an ageing population, the unconverted fraction after the pulse is U₀ = q + (1−q)φ(t₁). The outcome depends on whether the pulse resets the clock:

clock keeps running: U = U₀ φ(t₁+t)/φ(t₁)
clock is reset: U = U₀ φ(t).

Choose t₁ = 10⁴ s and t = 10³ s. After complete erasure (q = 1), the new shift is 0.271 V for fixed rates, 0.048 V for a running clock and 0.271 V for a reset clock. A repeated first curve rejects the running clock, but leaves the other two tied.

Uniform half erasure breaks the tie. With q = 0.5, U₀ = 0.5 + 0.5e^(−1) = 0.684, so 0.316 V of shift remains. The additional shifts are:

fixed rates: 0.144 V
running clock: 0.033 V
reset clock: 0.185 V

The reason is memory in the population. With fixed rates, the sites that survived the first stress are mostly slow, and the pulse does not make them faster. Subtracting the two expressions for U gives

U(fixed) − U(reset) = (1−q)[φ(t₁+t) − φ(t₁)φ(t)].

This is positive for q < 1 and 0 < β < 1, because (t₁+t)^β < t₁^β + t^β. It vanishes at β = 1, where there is a single rate and no ageing.

The prediction requires equal erasure probability for all converted sites and no new shift caused by the pulse. If the faster sites were erased more readily, more of them would be available to convert again, and fixed rates could closely imitate a reset clock over the 10³ s second stress used here. The imitation worsens in a much longer second stress, because slow sites that were never converted remain slow. Light can leave long-lived carriers in an oxide channel, and heat may erase weakly bound charge first. Applying the same pulse to an unstressed device exposes a direct shift, but does not prove that erasure is uniform.

**Change the temperature**

For activated rates with unchanged E and ν, a rate k₁ at T₁ becomes k₂ = ν(k₁/ν)^(T₁/T₂) at T₂. At high rates, the weight above k₁ falls as k₁^(−β) for the β = 1/2 density. Since k₁ is proportional to k₂^(T₂/T₁), the weight above k₂ falls as k₂^(−b), with b = βT₂/T₁. Integration by parts gives the converted fraction as

t ∫₀^∞ e^(−kt) P(rate > k) dk.

At early times the power-law tail dominates. For b < 1 the integral is then proportional to t^(b−1), so the converted fraction is proportional to t^b. From 333 K to 353 K, this limiting exponent rises from 0.50 to 0.53. The limit is reached only well below 1 s: at 10 s the local exponents are 0.49 and 0.50, and by 100 s the hotter curve has the smaller one. In ordinary stress data the size of the shift is therefore the more useful test.

On a fresh device with ΔV₀ held fixed, numerical integration gives a shift after 10³ s of 0.595 V at 353 K, against 0.271 V at 333 K. Ideal elastic tunnelling with unchanged barrier and carrier supply would still give 0.271 V. Strong acceleration thus rejects that tunnelling model. It does not reject ageing, since τ in an ageing process may itself depend on temperature.

**What finite data can resolve**

The uniqueness shown above concerns a perfectly known function. I fitted 15 trial rates, spaced by half a decade from 10⁻⁶ to 10 s⁻¹, to 101 logarithmically spaced points of the ideal curve between 1 s and 10⁵ s, using non-negative least squares. Thirteen rates were used, and the largest misfit was 0.09 mV. For comparison, counting fluctuations between nominally identical 1000 µm² devices, each with 2.2×10⁶ independent sites, have a standard deviation of 0.33 mV at t = τ. With an independent error of 0.33 mV at each point, these data could hardly tell the continuous distribution from this short list of rates.

**How this sits beside a real transistor**

The parameters are rough typical values, not measurements of a particular device. With 20 V overdrive across 100 nm of silicon dioxide, the field is 2 MV/cm, against a rough breakdown field of 10 MV/cm. The exponent for tunnelling through the tilted barrier into the insulator's conduction band is 145, so that leakage is negligible in this model. The tilt moves the inferred peak trap depth from 3.02 to 3.17 nm.

Independence of the sites is an approximation too. At full shift, the trapped electrons raise the potential energy of a further electron at the peak depth by about 30 meV. In the tunnelling reading this slows a site there by a factor of 1.09; applied to all sites from the start, that would lower the shift at t = τ from 0.63 to 0.62 V. In the activated reading, if the whole 30 meV were added to the barrier, the factor would be 2.9 and the shift would be about 0.45 V. For traps at that depth this is a pessimistic estimate, because the full barrier increase is applied from the start; if the trapped charge lay deeper, the potential there would be larger for the same threshold shift. It shows that feedback can matter. Recovery matters too if traps are shallow: the back-to-forward rate ratio is 2.9×10⁻⁵ for a trap 0.3 eV below the Fermi level, and grows exponentially as that depth decreases.

I would therefore report the fit as a description of the kinetics, and use partial erasure and temperature changes to reject specific models. Passing these tests would still not identify the defect, because different defects can share the same rates.

All numerical values are calculated from the stated model.
